# Zero-bias conductance of an undoped film between two ohmic contacts, part 1

(Sections cited here and not found follow in the second part.)

## Equilibrium charge and the linear conductance

**Q.** An undoped insulating film has no carriers of its own. With two ohmic contacts its current should follow the square law of space-charge-limited transport, and the slope of a square law at $V=0$ is zero. Why should there be any conductance at zero bias?

**A.** The square law is obtained by dropping diffusion, and near zero bias diffusion cannot be dropped. Ohmic contacts hold a high carrier density, and carriers diffuse from them into the film even without a bias. They spread until the field of their own charge stops them. A small voltage then moves charge that is already there.

**Q.** Then state the model, so that "undoped" and "ohmic" have a definite meaning.

**A.** The film occupies $0<x<L$. It has constant permittivity $\varepsilon$ and constant mobility $\mu$, with no dopants, no traps and no carriers of the opposite sign. I take holes of charge $+e$; for electrons the signs of charge and field are reversed and the conductance is the same. The hole density is $p$ and the field, positive towards increasing $x$, is $E$. Poisson's equation and the current density are

$$\frac{dE}{dx}=\frac{ep}{\varepsilon},\qquad J=e\mu pE-\mu kT\frac{dp}{dx}.$$

The second term is diffusion, $-eD\,dp/dx$, with the Einstein relation $D=\mu kT/e$. That relation assumes nondegenerate carriers. In a steady state without recombination $J$ is independent of $x$.

Both contacts stay in equilibrium with the film next to them and fix the same density, $p(0)=p(L)=p_c$. I call them ohmic when the Debye length at the contact,

$$\lambda_D=\sqrt{\frac{\varepsilon kT}{e^2p_c}},$$

is much smaller than $L$. The bias $V$ is applied to the contact at $x=0$, so a positive $V$ drives a positive $J$.

**Q.** The contacts fix a Fermi level, and the field follows from the electrostatic potential. Which of the two differs by $V$?

**A.** Here both do. Let $\phi$ be the electrostatic potential, $E=-d\phi/dx$, and define the quasi-Fermi potential $\Phi$ by $p=p_*\exp[e(\Phi-\phi)/kT]$ with a constant $p_*$. A voltmeter reads $\Phi(0)-\Phi(L)=V$. Equal densities at the two contacts mean equal values of $\Phi-\phi$ there, so $\phi(0)-\phi(L)=V$ as well, and

$$V=\int_0^L E\,dx .$$

With unequal contacts there would be a built-in voltage between the two, and this equality would fail.

**Q.** There are many constants in these equations. Can they be removed without losing track of factors?

**A.** Write $V_T=kT/e$ and use

$$\xi=\frac xL,\quad v=\frac V{V_T},\quad f=\frac{EL}{V_T},\quad \rho=\frac pN,\quad N=\frac{\varepsilon V_T}{eL^2}.$$

A prime means $d/d\xi$. The left side of Poisson's equation becomes $V_Tf'/L^2$. The right side becomes $eN\rho/\varepsilon=V_T\rho/L^2$. Hence $f'=\rho$.

In the current, the drift term is $e\mu N(V_T/L)\rho f$. The diffusion term is $e\mu V_T(N/L)\rho'$, with the same prefactor. Therefore

$$J=J_0\,j,\qquad J_0=\frac{e\mu NV_T}{L}=\frac{\mu\varepsilon V_T^2}{L^3},\qquad j=\rho f-\rho',\qquad f'=\rho. \tag{1}$$

The bias condition is $v=\int_0^1f\,d\xi$. The contact density becomes $\rho_c=p_c/N=(L/\lambda_D)^2$, so an ohmic contact has $\rho_c\gg1$.

**Q.** Solve the unbiased film first, and do not assume the symmetry of the profile.

**A.** At equilibrium $j=0$, so $\rho'=\rho f$. Insert $\rho=f'$:

$$f''=ff'=\left(\tfrac12f^2\right)'\quad\Longrightarrow\quad f'-\tfrac12f^2=C.$$

Since $f'=\rho>0$, the field increases steadily across the film. Its integral is $v=0$, so it must pass through zero somewhere. At that point $C=\rho>0$, and I may write $C=2\kappa^2$ with $\kappa>0$. Then $\rho=2\kappa^2+\tfrac12f^2$. Equal densities at the ends require $f(0)^2=f(1)^2$, and because $f$ increases, $f(1)=-f(0)$.

To integrate $f'=2\kappa^2+\tfrac12f^2$, put $f=2\kappa\tan\theta$. The left side is $2\kappa\theta'\sec^2\theta$ and the right side is $2\kappa^2(1+\tan^2\theta)=2\kappa^2\sec^2\theta$. So $\theta'=\kappa$, and $\theta=\kappa(\xi-\xi_0)$. The condition $f(1)=-f(0)$ gives $1-\xi_0=\xi_0$, that is $\xi_0=\tfrac12$. The symmetry is now a result:

$$f=2\kappa\tan\!\left[\kappa(\xi-\tfrac12)\right],\qquad \rho=f'=\frac{2\kappa^2}{\cos^2[\kappa(\xi-\frac12)]}. \tag{2}$$

The field must be finite inside the film, so $\kappa/2<\pi/2$. The contact value $\rho(0)=\rho_c$ fixes $\kappa$:

$$\cos\frac\kappa2=\kappa\sqrt{\frac2{\rho_c}},\qquad 0<\kappa<\pi. \tag{3}$$

The left side falls from 1 to 0 on this interval and the right side rises from 0, so there is one root.

**Q.** As the contacts become better, does the film not simply fill up with charge?

**A.** The region beside the contacts does, but the middle does not. When $\rho_c\to\infty$ the right side of (3) goes to zero and $\kappa\to\pi$. The mid-plane density tends to

$$p_{\rm mid}=2\pi^2N=\frac{2\pi^2\varepsilon kT}{e^2L^2}, \tag{4}$$

in which $p_c$ no longer appears. Near the left contact the limiting profile is $\rho=2\pi^2/\sin^2(\pi\xi)\approx2/\xi^2$, or $p\approx2\varepsilon kT/(e^2x^2)$. Extra charge supplied by a better contact stays close to that contact, because the field of the accumulated charge pushes holes back towards it.

**Q.** Now apply a small voltage. It changes the density as well as the field, and I expect you to neglect the change in density. On what grounds?

**A.** Use the quasi-Fermi potential. From its definition,

$$\frac{dp}{dx}=\frac p{V_T}\left(\frac{d\Phi}{dx}-\frac{d\phi}{dx}\right).$$

Put this into the current, with $\mu kT=e\mu V_T$ and $E=-d\phi/dx$:

$$J=-e\mu p\frac{d\phi}{dx}-e\mu p\left(\frac{d\Phi}{dx}-\frac{d\phi}{dx}\right)=-e\mu p\frac{d\Phi}{dx}.$$

Divide by $e\mu p$ and integrate over the film. Since $J$ is constant,

$$V=\Phi(0)-\Phi(L)=\frac J{e\mu}\int_0^L\frac{dx}{p}. \tag{5}$$

Within the model this holds at any bias, with $p$ the density at that bias. Let $p_0$ be the equilibrium density. For small $V$ the density is $p_0$ plus a change of order $V$, and $J$ is itself of order $V$. The change in density therefore enters (5) only beyond first order in $V$. To first order $p$ may be replaced by $p_0$, and the conductance per area is

$$G=\lim_{V\to0}\frac JV=\frac{e\mu}{\int_0^Ldx/p_0}. \tag{6}$$

The film acts as thin layers in series, each with local conductivity $e\mu p_0$.

**Q.** Drift in the equilibrium field is not small, though. Where did that large current go?

**A.** It is cancelled by diffusion at every point. At equilibrium $\Phi$ is constant, and the gradient of $\Phi$ measures only what remains of the two currents after cancellation. If one kept the drift term alone, the change in density multiplied by the large equilibrium field would indeed be a first-order term. Diffusion of the changed density is first order too. Equation (6) contains both.

**Q.** Then evaluate the integral for finite contacts before taking the limit.

**A.** With $s=\xi-\tfrac12$ and $\cos^2\kappa s=\tfrac12(1+\cos2\kappa s)$,

$$\int_0^1\frac{d\xi}{\rho}=\frac1{2\kappa^2}\int_{-1/2}^{1/2}\cos^2(\kappa s)\,ds=\frac1{4\kappa^2}\left(1+\frac{\sin\kappa}{\kappa}\right).$$

In (6), $\int dx/p_0=(L/N)\int d\xi/\rho$, and $e\mu N/L=\mu\varepsilon V_T/L^3$. Thus

$$G=g\,\frac{\mu\varepsilon V_T}{L^3},\qquad g=\frac{4\kappa^2}{1+\sin\kappa/\kappa}. \tag{7}$$

For $\rho_c\to\infty$, $\kappa\to\pi$ and $\sin\kappa\to0$, so $g\to4\pi^2$ and

$$G_\infty=\frac{4\pi^2\varepsilon\mu kT}{eL^3}. \tag{8}$$

On $0<\kappa<\pi$ the numerator of $g$ rises with $\kappa$ and $\sin\kappa/\kappa$ falls. The conductance therefore rises steadily with contact density and approaches (8) from below.

**Q.** A uniform film with the density of the mid-plane would have conductance $e\mu p_{\rm mid}/L$. From (4) that gives $2\pi^2$ where you have $4\pi^2$. Which is right?

**A.** The larger value. Resistances add, so the average of $1/p_0$ matters. In the limit $1/p_0=\cos^2(\pi s)/p_{\rm mid}$, and the average of $\cos^2(\pi s)$ over the film is $\tfrac12$. The mean resistivity is half of that at the centre. The centre still carries much of the resistance: the fraction in the middle half of the film is

$$\int_{-1/4}^{1/4}2\cos^2(\pi s)\,ds=\frac12+\frac1\pi\approx0.82 .$$

**Q.** And if the contacts are poor, does (7) give something sensible?

**A.** For $\rho_c\to0$, $\kappa$ is small and $\cos(\kappa/2)\to1$, so (3) gives $\kappa^2\to\rho_c/2$. Also $\sin\kappa/\kappa\to1$, hence $g\to2\kappa^2=\rho_c$. Then $G\to\rho_c\,\mu\varepsilon V_T/L^3=e\mu p_c/L$. Such a film holds so little charge that its density is uniform and equal to $p_c$.

**Q.** Real contacts lie between these limits. How quickly is (8) reached?

**A.** Put $\ell=\lambda_D/L=\rho_c^{-1/2}$ and $\kappa=\pi-\delta$. Since $\cos(\kappa/2)=\sin(\delta/2)$, condition (3) reads $\sin(\delta/2)=\sqrt2\,\ell(\pi-\delta)$. For small $\ell$ replace the sine by its argument, with an error of order $\delta^3$:

$$\delta\,(1+2\sqrt2\,\ell)=2\sqrt2\,\pi\ell\quad\Longrightarrow\quad\kappa=\pi-\delta=\frac{\pi}{1+2\sqrt2\,\ell}.$$

Also $\sin\kappa=\sin\delta\approx\delta$, and $\delta/\kappa=2\sqrt2\,\ell$. Both statements hold up to terms of order $\ell^3$. Insert them into $g$: the numerator supplies two powers of $1+2\sqrt2\,\ell$ and the denominator a third. The result is

$$G\approx\frac{4\pi^2\varepsilon\mu kT}{e\,(L+2\sqrt2\,\lambda_D)^3}. \tag{9}$$

A finite contact density acts like extra film of thickness $\sqrt2\,\lambda_D$ at each side, backed by a contact of infinite density. The relative loss of conductance is about $6\sqrt2\,\lambda_D/L$.

**Q.** Give numbers, and say where they come from.

**A.** I choose round model parameters: $L=100$ nm, $\varepsilon=3\varepsilon_0$, $\mu=10^{-8}\ \mathrm{m^2/(V\,s)}$, $T=300$ K and $p_c=10^{25}\ \mathrm{m^{-3}}$. Then $V_T=25.85$ mV, $N=4.286\times10^{20}\ \mathrm{m^{-3}}$ and $J_0=0.1775\ \mathrm{A/m^2}$. The limiting mid-plane density is

$$2\pi^2\times4.286\times10^{20}\ \mathrm{m^{-3}}=8.46\times10^{21}\ \mathrm{m^{-3}},$$

more than a thousand times below $p_c$. The limiting conductance is

$$G_\infty=\frac{39.478\times0.1775\ \mathrm{A/m^2}}{0.02585\ \mathrm V}=271\ \mathrm{S/m^2}=0.0271\ \mathrm{S/cm^2}.$$

For the finite contacts, $\lambda_D=0.655$ nm, and the effective thickness is $100+2\sqrt2\times0.655=101.85$ nm. The factor $(100/101.85)^3=0.946$ reduces $G$ to $257\ \mathrm{S/m^2}$. Equation (7), with $\kappa=3.0845$ from (3), gives the same value to the digits shown.

**Q.** Those are two forms of one derivation. Has the neglect of the density change been checked against the original equations?

**A.** Yes. Equations (1) were solved numerically with fixed contact densities and a bias $v=0.1$, letting field and density both respond. The ratio $j/v$ came out as 37.3655, while (7) gives $g=37.3642$. The relative difference is about $3\times10^{-5}$. A difference of that kind is expected, since the bias is small but not zero. Its size needs the next order in $v$.

## Finite bias and the range of the linear law

**Q.** Restate what you are carrying forward. I want to see whether the linear law survives to any useful voltage.

**A.** The film has thickness $L$, permittivity $\varepsilon$ and hole mobility $\mu$; $V_T=kT/e$. The scaled position is $\xi=x/L$, the bias is $v=V/V_T$, the field is $f=EL/V_T$, and the hole density $\rho$ is in units of $\varepsilon V_T/(eL^2)$. The current density is $J=j\,\mu\varepsilon V_T^2/L^3$. These obey

$$f'=\rho,\qquad j=\rho f-\rho',\qquad v=\int_0^1f\,d\xi,\qquad\rho(0)=\rho(1)=\rho_c .$$

At small bias and $\rho_c\to\infty$ we found $j=4\pi^2v$, which is $G_\infty=4\pi^2\varepsilon\mu kT/(eL^3)$. A finite contact Debye length $\lambda_D$ replaces $L$ by $L+2\sqrt2\,\lambda_D$, to the order given in the first half.

**Q.** At finite bias the equations are nonlinear. Must we rely on numerical solutions?

**A.** One integration and one substitution make them linear. Insert $\rho=f'$ in the current:

$$j=ff'-f''=\left(\tfrac12f^2-f'\right)'\quad\Longrightarrow\quad\tfrac12f^2-f'=j\xi+c .$$

Now set $f=-2\psi'/\psi$ with $\psi>0$ inside the film. Then

$$\tfrac12f^2=\frac{2\psi'^2}{\psi^2},\qquad f'=-\frac{2\psi''}{\psi}+\frac{2\psi'^2}{\psi^2},$$

and the squared terms cancel in the difference, leaving $2\psi''/\psi=j\xi+c$. With $a=j/2$ and $\lambda=-c/2$,

$$-\psi''+a\xi\,\psi=\lambda\psi . \tag{10}$$

This has the form of the Schrödinger equation for a particle in a uniform force. Here $\psi$ is a mathematical aid and has no quantum meaning.

**Q.** A differential equation needs boundary conditions. What does a high contact density say about $\psi$?

**A.** From $\rho=f'$ and (10),

$$\rho=\frac{2\psi'^2}{\psi^2}-2(a\xi-\lambda). \tag{11}$$

At fixed bias and very large $\rho_c$ the field beside each contact points back into that contact, as at equilibrium: its strength there grows like $\sqrt{2\rho_c}$, and a fixed bias cannot reverse it. So $\psi$ rises from the left contact and falls towards the right one. At its maximum, $\psi''\le0$ requires $\lambda\ge a\xi\ge0$ for $j\ge0$.

There is also an upper bound on $\lambda$. Let $\chi$ be the positive lowest solution of (10) that vanishes at both ends, with eigenvalue $\lambda_0$. Multiply the equation for $\psi$ by $\chi$ and that for $\chi$ by $\psi$, subtract, and integrate:

$$(\lambda_0-\lambda)\int_0^1\chi\psi\,d\xi=\left[\chi\psi'-\psi\chi'\right]_0^1=\psi(0)\chi'(0)-\psi(1)\chi'(1)>0 .$$

The sign follows from $\chi'(0)>0$ and $\chi'(1)<0$. Hence $0\le\lambda<\lambda_0$, and for a given current $\lambda$ stays bounded as $\rho_c\to\infty$. In (11) the last term then becomes negligible at the contacts, so $\psi^2\approx2\psi'^2/\rho_c$ there. In the limit $\psi$ vanishes at both ends. Because it has no zero inside, it is the ground state of (10).

**Q.** If $\psi$ vanishes at both contacts, the voltage $\int f\,d\xi$ is a difference of two infinite logarithms.

Charge diffusing in from the contacts gives the undoped film a finite conductance at zero bias, and the finite-bias problem has been reduced to the linear equation (10), with $\psi$ its ground state in the limit of high contact density. It remains to obtain a finite voltage from $\psi$ and to find how far the linear law holds before the square law returns.

Numerical values quoted here were computed with a short program.
